# Thermionic-field emission and the energy E₀₀ coth(E₀₀/kT)

**Q.** A metal contact on a moderately or heavily doped semiconductor is said to pass a forward current that grows as $\exp(qV/E_0)$, with $E_0$ larger than $kT$. Electrons climbing a barrier give $kT$. Electrons tunnelling through it should give something independent of temperature. Why should a mixture of the two be a single exponential at all?

**A.** Because the mixture is dominated by a narrow band of energies, and the position of that band scales with the barrier height. To show this we need the barrier shape, the tunnelling probability and the supply of electrons.

Take an n-type semiconductor in $x>0$ with uniform donor density $N$ and permittivity $\varepsilon$, and a metal in $x<0$. Let $q>0$ be the elementary charge. Energies are measured from the conduction band edge in the bulk, and $\xi$ is the height of that edge above the bulk Fermi level. Assume that the layer $0<x<W$ is empty of mobile electrons. The electrostatic potential $\phi$ obeys $\phi''=-qN/\varepsilon$, and the band edge is $E_c=-q\phi$ plus a constant, so

$$E_c''=\frac{q^2N}{\varepsilon},\qquad E_c(W)=E_c'(W)=0 .$$

Integrating twice gives

$$E_c(x)=\frac{q^2N}{2\varepsilon}(W-x)^2 .$$

At the metal this equals the band bending $E_b$, which fixes $W=\sqrt{2\varepsilon E_b/(q^2N)}$. If the barrier seen from the metal Fermi level is $\phi_B$ (an energy), and $V>0$ denotes forward bias, then

$$E_b=\phi_B-\xi-qV .$$

Forward bias lowers the barrier seen from the semiconductor.

**Q.** Doping changes the width, then, but not $\phi_B$. How does the width enter the tunnelling probability?

**A.** Assume one parabolic band with mass $m$ along $x$, and conserved transverse momentum. Then only the longitudinal energy $E$ matters. In the WKB approximation the transmission is $e^{-S}$ with

$$S(E)=\frac{2}{\hbar}\int_0^{x_t}\sqrt{2m\,[E_c(x)-E]}\;dx ,\qquad E_c(x_t)=E .$$

Use the local band energy $\psi=E_c(x)$ as the variable. From the parabola, $W-x=\sqrt{2\varepsilon\psi/(q^2N)}$, hence

$$\left|\frac{d\psi}{dx}\right|=\frac{q^2N}{\varepsilon}(W-x)=\sqrt{\frac{2q^2N\psi}{\varepsilon}} .$$

Therefore

$$S=\frac{2\sqrt{2m}}{\hbar}\sqrt{\frac{\varepsilon}{2q^2N}}\int_E^{E_b}\sqrt{\frac{\psi-E}{\psi}}\,d\psi
=\frac{1}{E_{00}}\int_E^{E_b}\sqrt{1-\frac{E}{\psi}}\,d\psi ,$$

where the constants have combined into one energy,

$$E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

At the band edge, $E=0$, the integrand is 1 and $S(0)=E_b/E_{00}$. A larger $E_{00}$ means a more transparent barrier. More donors make the barrier thinner, a larger permittivity makes it thicker, and a larger mass makes the wave decay faster.

**Q.** The factor ½ looks like an accident of definition.

**A.** It has a meaning. Write the parabola as $\tfrac12m\omega^2(W-x)^2$. Then $\omega=\sqrt{q^2N/(m\varepsilon)}$ and $E_{00}=\hbar\omega/2$, the zero-point energy of an oscillator in that parabola.

**Q.** Most electrons are not at $E=0$. What is $S$ at other energies?

**A.** Substitute $\psi=E\cosh^2u$. Then $d\psi=2E\cosh u\sinh u\,du$ and $\sqrt{1-E/\psi}=\tanh u$. The lower limit is $u=0$ and the upper limit $u_b$ satisfies $\cosh^2u_b=E_b/E$. With $2\sinh^2u=\cosh2u-1$,

$$S=\frac{E}{E_{00}}\int_0^{u_b}2\sinh^2u\,du=\frac{E}{E_{00}}\left(\sinh u_b\cosh u_b-u_b\right).$$

Replacing $E$ by $E_b/\cosh^2u_b$ gives

$$S=\frac{E_b}{E_{00}}\left(\tanh u_b-\frac{u_b}{\cosh^2u_b}\right).$$

We also need the derivative. In the integral over $\psi$ the moving lower limit contributes nothing, since the integrand vanishes there. Differentiating the integrand and using the same substitution,

$$\frac{dS}{dE}=-\frac{1}{2E_{00}}\int_E^{E_b}\frac{d\psi}{\sqrt{\psi(\psi-E)}}=-\frac{1}{2E_{00}}\int_0^{u_b}2\,du=-\frac{u_b}{E_{00}} .$$

**Q.** Now the supply. Does the three-dimensional motion spoil the one-dimensional picture?

**A.** It supplies only a prefactor. For one valley whose principal axes lie along $x,y,z$, the current from the semiconductor is

$$J_f=2q\int\frac{d^3k}{(2\pi)^3}\,v_x\,e^{-S}\,f ,$$

where 2 counts spin and $f$ is the occupation. For Boltzmann occupation, $f$ is $e^{-(E+\xi)/kT}$ times a Gaussian in $k_y,k_z$. The Gaussian integrates to $2\pi kT\sqrt{m_ym_z}/\hbar^2$, and $v_x\,dk_x=dE/\hbar$. Summing over equivalent valleys,

$$J_f=\frac{A^*T}{k}\int_0^\infty e^{-(E+\xi)/kT-S(E)}\,dE,\qquad A^*=\frac{qk^2}{2\pi^2\hbar^3}\sum\sqrt{m_ym_z},$$

with $S=0$ above the barrier. The supply falls with energy while the transmission rises, so the integrand can have a maximum inside the barrier.

**Q.** Where is it, and what is its height?

**A.** Let $F(E)=E/kT+S(E)$ and $\theta=E_{00}/kT$. The condition $F'=0$ reads $1/kT=u_b/E_{00}$, so $u_b=\theta$ and

$$E_m=\frac{E_b}{\cosh^2\theta} .$$

The peak sits at a fixed fraction of the band bending, set by $\theta$ alone. At the peak,

$$F(E_m)=\frac{E_b}{kT\cosh^2\theta}+\frac{E_b}{E_{00}}\tanh\theta-\frac{E_b\,\theta}{E_{00}\cosh^2\theta} .$$

Since $\theta/E_{00}=1/kT$, the first and third terms cancel. What remains is

$$F(E_m)=\frac{E_b\tanh\theta}{E_{00}}=\frac{E_b}{E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{kT}.$$

This is the Padovani–Stratton energy. Because $E_b$ contains $-qV$, the leading voltage dependence is $\exp(qV/E_0)$.

**Q.** You have shown a stationary point. Is it a maximum of the current, and how wide is it?

**A.** Differentiate $E\cosh^2u_b=E_b$ at fixed $E_b$. This gives $du_b/dE=-1/(2E\tanh u_b)$, so

$$F''(E_m)=\frac{1}{2E_{00}E_m\tanh\theta}=\frac{\cosh^2\theta}{2E_{00}E_b\tanh\theta}\equiv\frac1{\sigma^2}>0 .$$

$F$ has a minimum and the current a maximum, of width $\sigma=\sqrt{2E_{00}E_b\tanh\theta}/\cosh\theta$. Replacing $F$ by its quadratic expansion and extending the Gaussian over all energies gives

$$J_f\simeq\frac{A^*T}{k}\sqrt{2\pi}\,\sigma\,e^{-\xi/kT-E_b/E_0}.$$

With $\theta$ fixed, $E_m$ and its distance from the barrier top grow as $E_b$, while $\sigma$ grows as $\sqrt{E_b}$. The approximation is thus the leading one for $E_b\gg E_{00}$ at fixed $\theta$.

**Q.** A hyperbolic cotangent reminds me of a thermal oscillator. Coincidence?

**A.** No. The mean energy of an oscillator of frequency $\omega$ is $\tfrac12\hbar\omega\coth(\hbar\omega/2kT)$, which is $E_0$. Its thermal position distribution is a Gaussian with variance $E_0/(m\omega^2)$. At displacement $W$ the exponent is $-m\omega^2W^2/(2E_0)=-E_b/E_0$. The contact has the same exponent because the same parabola is weighted by the same Boltzmann factor. The analogy also supplies the prefactor, once density is turned into flux. The partition function is $1/(2\sinh\theta)$, so the unnormalized thermal density at $W$ is $\frac{1}{2\sinh\theta}\sqrt{m\omega^2/(2\pi E_0)}\,e^{-E_b/E_0}$. Multiply it by $2\pi\hbar|v|$, where $|v|=\sqrt{2(E_b-E_m)/m}=\sqrt{2E_b/m}\,\tanh\theta$ is the magnitude of the imaginary velocity at the metal for the peak energy. With $\hbar\omega=2E_{00}$ the product is $\sqrt{4\pi E_{00}E_b\tanh\theta}\,e^{-E_b/E_0}/\cosh\theta=\sqrt{2\pi}\,\sigma\,e^{-E_b/E_0}$, the Gaussian result above.

**Q.** Then the formula ought to hold at every temperature. It has sensible limits, after all.

**A.** The limits are sensible:

$$E_0\simeq kT\left(1+\frac{\theta^2}{3}\right)\ (\theta\ll1),\qquad E_0\simeq E_{00}\left(1+2e^{-2\theta}\right)\ (\theta\gg1).$$

The first tends to thermionic emission, the second to field emission. But the argument needs the peak to lie several widths inside the barrier.

For small $\theta$ the distance to the top is $E_b\tanh^2\theta\simeq E_b\theta^2$, while $\sigma\simeq\theta\sqrt{2kTE_b}$. Their ratio is $\theta\sqrt{E_b/2kT}$. When this is not large, electrons passing over the top matter.

For large $\theta$, $E_m\simeq4E_be^{-2\theta}$ and $\sigma\simeq2e^{-\theta}\sqrt{2E_{00}E_b}$. Their ratio is $e^{-\theta}\sqrt{2E_b/E_{00}}$. When this is not large, the band edge cuts the peak. In a degenerate semiconductor the Fermi level, now above the band edge, does so earlier, and Boltzmann occupation fails.

**Q.** Give me a case in which the peak really fits.

**A.** Consider tungsten on n-type (100) silicon at 300 K, with rough typical values: $\phi_B=0.67$ eV, relative permittivity 11.7, masses 0.19 and 0.92 $m_0$. Choose $N=3\times10^{18}$ cm⁻³ and $V=0.10$ V. Four of silicon's six valleys present the light mass along the normal, so $m=0.19\,m_0$. In practical units

$$E_{00}=18.57\ \text{meV}\,\sqrt{\frac{N/10^{18}\,\text{cm}^{-3}}{(m/m_0)(\varepsilon/\varepsilon_0)}}
=18.57\sqrt{\frac{3}{0.19\times11.7}}=21.6\ \text{meV}.$$

With $kT=25.85$ meV, $\theta=0.834$ and $\tanh\theta=0.683$. Hence $E_0=21.57/0.683=31.6$ meV, or $1.16\times10^{-3}$ hartree, and $E_0/kT=1.22$.

The six valleys give an effective density of states $N_c=2.74\times10^{19}$ cm⁻³. With all donors taken as ionized in the bulk, $\xi=kT\ln(N_c/N)=57$ meV. Then $E_b=0.670-0.057-0.100=0.513$ eV and $W=14.9$ nm. The peak is at $E_m=0.274$ eV with $\sigma=0.090$ eV, about 3.0 widths above the band edge and 2.7 below the top.

For the four light valleys $A^*=201$ A cm⁻² K⁻². The formula, including a small return flow from the metal, gives 1.50 A/cm². Numerical integration over energy gives 1.47 A/cm², some 2% lower.

**Q.** If I measure the slope of $\ln J$, do I read off $1/E_0$?

**A.** Not quite. The measured current is the forward flow less a return flow from the metal, $J=J_f(1-e^{-qV/kT})$, as derived in the next answer. Divide the measured current by the bracket first, to obtain $J_f$; at 0.10 V the bracket would otherwise add about 0.83 eV⁻¹ to the slope. The prefactor of $J_f$ contains $\sigma\propto\sqrt{E_b}$, and $dE_b/d(qV)=-1$, so

$$\frac{d\ln J_f}{d(qV)}=\frac1{E_0}-\frac1{2E_b}.$$

Here this is $31.66-0.98=30.68$ eV⁻¹, a slope energy of 32.6 meV rather than 31.6. The numerical energy integral also gives 32.6 meV.

Inferring the doping from it is delicate. Differentiating $E_0$ at fixed $T$ gives

$$\frac{d\ln E_0}{d\ln E_{00}}=1-\frac{2\theta}{\sinh2\theta},$$

which is 0.35 here. Since $E_{00}\propto\sqrt N$, a 1% error in $E_0$ becomes nearly a 6% error in $N$. At given $T$ and $E_b$, the slope determines only the combination $N/(m\varepsilon)$.

**Q.** And the return flow? In reverse bias it must dominate.

**A.** The metal Fermi level lies at $-\xi-qV$. At a given energy and transverse momentum the transmission is the same both ways, so the Boltzmann supply from the metal is that from the semiconductor times $e^{-qV/kT}$. Thus $J=J_f(1-e^{-qV/kT})$. For $V=-V_R$ this gives $|J|=J_f(e^{qV_R/kT}-1)$, and

$$\frac{d\ln|J|}{d(qV_R)}=\frac{1}{kT\,(1-e^{-qV_R/kT})}-\frac1{E_0}+\frac1{2E_b}.$$

At $V_R=0.15$ V, $E_b=0.763$ eV and the slope is $38.80-31.66+0.66=7.80$ per volt. Numerical integration with Fermi–Dirac supply on both sides gives the same value. The reverse current does not saturate, because bias thins the barrier at the energies that matter. The Boltzmann form also requires $E_m$ to stay well above the metal Fermi level. That distance is $\phi_B-E_b\tanh^2\theta$, here 0.31 eV or 2.9 widths.

**Q.** How quickly does the favourable window close if the doping changes?

**A.** Hold $T=300$ K and $E_b=0.513$ eV fixed. The last column is the distance of the peak from the nearer end of the barrier's energy range, in units of $\sigma$.

| $N$ (cm⁻³) | $E_{00}$ (meV) | $E_0$ (meV) | slope energy, integral (meV) | distance |
|---|---|---|---|---|
| 10¹⁷ | 3.9 | 26.1 | 26.5 | 0.5 |
| 10¹⁸ | 12.5 | 27.8 | 28.6 | 1.5 |
| 3×10¹⁸ | 21.6 | 31.6 | 32.6 | 2.7 |
| 10¹⁹ | 39.4 | 43.3 | 45.5 | 1.1 |

The slope energy stays within about 5% of $E_0$ even in the first and last rows, where the peak is cut off. Agreement of the slope is therefore no proof that the peak is complete. Cooling to 77 K at $3\times10^{18}$ cm⁻³ and the same $E_b$ puts $E_m$ at 3 meV with $\sigma=11$ meV. The peak has then run into the band edge. If the donors stay ionized, the Fermi level also lies close to that edge, so Boltzmann occupation fails as well.

**Q.** Real contacts are not ideal parabolas. Which omission hurts most?

**A.** For the current, and among the omissions calculated here, the image force. It lowers the barrier top by 91 meV and raises the current by a factor 2.8, from WKB integration over the modified barrier. Simply subtracting 91 meV from $E_b$ would give $e^{91/31.6}\approx18$. That substitution shrinks the whole parabola, whereas the image potential falls as $1/x$ from the metal. The slope energy falls by only 0.5 meV.

Boltzmann electrons in the edge of the depletion layer multiply the current by 0.81. Solving the Schrödinger equation numerically for the original parabola, with a free-electron metal filled to a rough 8 eV, multiplies it by 1.2 and gives a slope energy of 33.7 meV. This calculation ignores the large transverse wavevector at the centres of the light valleys, which reduces the normal motion in the metal, so the factor is only indicative. For the original parabola the two heavy-mass valleys carry about 1% of the current. Their peak lies near the barrier top, so the image force helps them more, and with it their share is between 2 and 3%.

One omission not calculated here is the departure from a parabolic band inside the gap. At the peak energy the electron tunnels up to 0.24 eV below the local band edge, a noticeable fraction of silicon's gap. The decay rate there can differ from the parabolic value, which would change both the current and the slope.

**Q.** Would you trust the 1.5 A/cm² for an actual tungsten contact?

**A.** No. The doping is in the range where this mechanism matters in silicon, but the barrier depends on how the interface is prepared. At fixed $\xi$ and $V$, raising $\phi_B$ by 10 meV cuts the current by about 26%, through $e^{-10/32.6}$ with the slope energy found above. The image force alone nearly triples it. The assumption of a smooth donor charge is also strained: the mean donor spacing is 6.9 nm, so the depletion layer is only about two spacings thick. The resulting local variation of the barrier has not been calculated. The peak field, $2E_b/(qW)=0.69$ MV/cm, is not far below a rough breakdown field of 1 MV/cm. Yet the total drop of 0.51 eV is less than silicon's gap of roughly 1.1 eV, so it cannot by itself give an electron at the band edge enough energy to create a pair. For this contact the model's slope is much more dependable against the calculated corrections than its absolute current. A doping inferred from it is less so: the shifts of $-0.5$ and $+1.1$ meV in the slope energy move the inferred $N$ by roughly $-8\%$ and $+19\%$.
